# Damped linear response in a paired real subspace, with Li\(_2\) example, part 2

The damped linear response equation is \(K(z)X=V\), \(K=E-zS\), with \(\alpha=V^TX\) and \(z=\omega+i\gamma\), \(\gamma>0\), in Hartree atomic units with real orbitals. For amplitudes \(X=(x,y)\), put \(g=(x+y)/\sqrt2\), \(u=(x-y)/\sqrt2\), and likewise \(v_g,v_u\) from \(V\). Then
\[
Pg-zT^Tu=v_g,\qquad Mu-zTg=v_u. \tag{1}
\]
With \(g=g^R+ig^I\), \(u=u^R+iu^I\), the real form is
\[
\begin{pmatrix}P&-\omega T^T&0&\gamma T^T\\-\omega T&M&\gamma T&0\\0&\gamma T^T&-P&\omega T^T\\ \gamma T&0&\omega T&-M\end{pmatrix}\begin{pmatrix}g^R\\u^R\\g^I\\u^I\end{pmatrix}=\begin{pmatrix}v_g\\v_u\\0\\0\end{pmatrix}. \tag{2}
\]
Here \(E=\mathrm{diag}(P,M)\), positive for a stable reference, and \(T=\Sigma+\Delta\), with \(\Sigma\) symmetric and \(\Delta\) antisymmetric. In TDHF \(T=1\), and \(D_{ia}=\varepsilon_a-\varepsilon_i\). For the dipole along the bond (coordinate \(r_z\)), \(v_u=0\).

Real orthonormal bases \(G,U\) with \(k_g,k_u\) columns give \(g=Gc_g\), \(u=Uc_u\). Projection with a plain transpose yields
\[
\tilde Pc_g-z\tilde T^Tc_u=\tilde v_g,\qquad \tilde Mc_u-z\tilde Tc_g=\tilde v_u, \tag{3}
\]
where \(\tilde P=G^TPG\), \(\tilde M=U^TMU\), \(\tilde T=U^TTG\), \(\tilde v_g=G^Tv_g\), \(\tilde v_u=U^Tv_u\). With \(\tilde P=L_pL_p^T\), \(\tilde M=L_mL_m^T\) and \(W=L_m^{-1}\tilde TL_p^{-T}=Y\tilde\sigma Z^T\), for \(v_u=0\),
\[
\tilde\alpha(z)=\sum_{k=1}^{k_g}\frac{a_k^2}{1-z^2\tilde\sigma_k^2},\qquad a=Z^TL_p^{-1}\tilde v_g. \tag{4}
\]
The poles \(\tilde\omega_k=1/\tilde\sigma_k\) are real, paired and bounded below by the exact \(\omega_k\); strengths are \(\tilde f_k=a_k^2\tilde\omega_k^2\). The residual \(R=K\tilde X-V\) of the reduced solution \(\tilde X\) satisfies
\[
\alpha-\tilde\alpha=R^TK^{-1}R. \tag{5}
\]
\[
|\alpha-\tilde\alpha|\le R^\dagger E^{-1}R\;\max_j\frac1{|1-zs_j|}, \tag{6}
\]
with \(s_j=\pm1/\omega_k\).

If \(G,U\) span the real and imaginary parts of the exact \(g,u\) at an anchor \(z_0\), the value and slope \(X^TSX\) are exact at \(\pm z_0,\pm z_0^*\); the solution at \(-z_0\) is \((g,-u)\). Elsewhere accuracy requires small \(R(z)\).

The example is Li\(_2\) at \(R=5.05\) bohr in TDHF/cc-pVTZ, with \(z_0=0.05+0.005i\) hartree. Twelve vectors from three anchors give a largest relative error of \(3.1\times10^{-9}\) between 0 and 0.15 hartree, but 3.1 (median 0.87) between 2 and 3 hartree.

Three alternatives to the paired subspace, each built from the same \(X_0=X(z_0)\), lose part of this structure.

1. The unpaired real basis \(\{\mathrm{Re}X_0,\mathrm{Im}X_0\}\) keeps (5) and contains the solutions at \(z_0\) and \(z_0^*\), but not \((g,-u)\). For Li\(_2\) its poles are \(+0.076347\) and \(-0.083074\). It gives \(380.43+43.51i\) at \(-z_0\), where the exact value is \(\alpha(z_0)=418.26+61.65i\), an error of 9.9% of \(|\alpha|\), and \(\mathrm{Im}\,\tilde\alpha(i\gamma)=0.436\) where the exact value is zero.
2. One complex vector with Hermitian projection gives \(\alpha_H(z)=(V^TX_0)(X_0^\dagger V)/(X_0^\dagger K(z)X_0)\). Since \(K(z_0)X_0=V\), the denominator at \(z_0\) is \(X_0^\dagger V=\alpha_0^*\), with \(\alpha_0=\alpha(z_0)\), and the value is exact. The slope is \(\alpha_0\alpha_0^*X_0^\dagger SX_0/\alpha_0^{*2}=(\alpha_0/\alpha_0^*)X_0^\dagger SX_0\), which differs from \(X_0^TSX_0\) because \(\tilde X^\dagger R=0\) does not lead to (5). The numbers are \(11806+3558i\) against the exact \(11435+4776i\), a difference of 10% of the exact modulus.
3. One complex vector with transposed projection satisfies (5), but its pole \(X_0^TEX_0/X_0^TSX_0\) is a ratio of complex numbers, here \(0.083062-0.003418i\): a line width that the undamped problem does not have.

## 6. Expanding the space

With \(PG\), \(MU\), \(TG\), \(T^TU\) stored, the residual at any \(z\) needs no new product:
\[
R_g=(PG)c_g-z(T^TU)c_u-v_g,\qquad R_u=(MU)c_u-z(TG)c_g-v_u .
\]
The exact correction is \(-K^{-1}R\); its sign is immaterial for a new direction. Approximating \(P\approx M\approx D\) and \(T\approx1\) leaves for each pair \(ia\) a \(2\times2\) matrix with diagonal \(D\) and off-diagonal \(-z\), whose inverse has diagonal \(D\) and off-diagonal \(+z\), divided by \(D^2-z^2\):
\[
\delta g=\frac{DR_g+zR_u}{D^2-z^2},\qquad \delta u=\frac{zR_g+DR_u}{D^2-z^2}. \tag{7}
\]
Since \(D^2-z^2=p-iq\) with \(p=D^2-\omega^2+\gamma^2\), \(q=2\omega\gamma\), the factor is \((p+iq)/(p^2+q^2)\). It is finite for \(\gamma>0\): \(q=0\) requires \(\omega=0\), and then \(p>0\). Because (7) depends on \(z\), the space it generates is not a shift-invariant Krylov space, and its usefulness at other frequencies rests on section 5.

One iteration consists of these operations.

1. Solve the reduced form of (2) at every frequency of the window and form \(\|R\|^2=\|R_g\|^2+\|R_u\|^2\).
2. Stop if the largest \(\|R\|\) is below the threshold. Otherwise apply (7) at the worst frequency. The start uses \(R_g=-v_g\), \(R_u=-v_u\) at the middle of the window.
3. Orthogonalize \(\mathrm{Re}\,\delta g,\mathrm{Im}\,\delta g\) against \(G\) and \(\mathrm{Re}\,\delta u,\mathrm{Im}\,\delta u\) against \(U\), twice, and drop null or dependent vectors. If none survives, add the parts of \(R\) itself, which are orthogonal to the space because \(G^TR_g=0\) and \(U^TR_u=0\).
4. Form the products for the new vectors.

In TDHF each product is one real Fock-type build. For amplitudes \(b_{jb}\) let \(\rho=C_obC_v^T\), \(J[\rho]_{\mu\nu}=\sum(\mu\nu|\lambda\sigma)\rho_{\lambda\sigma}\), \(K_x[\rho]_{\mu\nu}=\sum(\mu\lambda|\sigma\nu)\rho_{\lambda\sigma}\). Transformed to the \(ia\) block, \(J[\rho]\) and \(J[\rho^T]\) both give \(\sum(ia|jb)b_{jb}\), \(K_x[\rho]\) gives \(\sum(ij|ab)b_{jb}\) and \(K_x[\rho^T]\) gives \(\sum(ib|ja)b_{jb}\). The two-electron parts are \(4(ia|jb)-(ij|ab)-(ib|ja)\) in \(P\) and \(-(ij|ab)+(ib|ja)\) in \(M\). With \(\rho_\pm=\rho\pm\rho^T\),
\[
Pb=Db+C_o^T\big(2J[\rho_+]-K_x[\rho_+]\big)C_v,\qquad Mb=Db-C_o^TK_x[\rho_-]C_v .
\]
\(J[\rho_-]=0\) because \((\mu\nu|\lambda\sigma)\) is symmetric in \(\lambda\sigma\), so antisymmetric vectors need exchange only.

## 7. Li\(_2\) in numbers

The basis has 60 functions, \(n=3\times57=171\), and the \(\Sigma_u^+\) block reached by \(r_z\) has dimension 26. The damping \(\gamma=0.005\) is a chosen parameter. Digits below serve to follow the algebra; they exceed the physical accuracy of TDHF in this basis, and "exact" means exact within this basis. In aug-cc-pVTZ and cc-pVQZ the first pole moves by at most \(5\times10^{-5}\) hartree, \(\alpha_{zz}(0)\) rises from 247.9 to 248.9 and 248.4, and the peak cross section from 12.83 to 12.90 and 12.87 bohr\(^2\). The second pole is not converged: it falls from 0.1475 to 0.1332 and 0.1418, and its strength from 0.049 to 0.025 and 0.036. The matrices are anchored by independent calculations: finite-field SCF gives \(\alpha_{zz}(0)=247.893\), equal to \(v_g^TP^{-1}v_g\), and SCF with \(\lambda p_z\) added to the one-electron Hamiltonian gives the curvature \(-2\,\delta E/\lambda^2=3.75609\), equal to the corresponding form with \(M^{-1}\). In a complete basis that curvature is the electron number 6, since \(p^2/2+\lambda p_z\) equals a gauge-shifted kinetic energy minus \(\lambda^2/2\); the shortfall measures basis incompleteness for this operator. It comes from missing tight \(p\) functions: six added \(p\) shells per atom, with exponents from 0.48 to 60, raise the curvature to 5.998 while \(\alpha_{zz}(0)\) changes by 0.3%.

**One anchor.** The four real parts of \(X(z_0)\) give
\[
\tilde P=\begin{pmatrix}0.1039894&-0.0195758\\-0.0195758&0.2487131\end{pmatrix},\quad \tilde M=\begin{pmatrix}0.0559004&0.0040558\\0.0040558&0.1562309\end{pmatrix},
\]
\[
\tilde T=\begin{pmatrix}0.9953200&-0.0664720\\0.0730050&0.9528104\end{pmatrix},\quad \tilde v_g=\begin{pmatrix}5.0696419\\-1.3796400\end{pmatrix}.
\]
The Cholesky elements \((l_{11},l_{21},l_{22})\) follow from \(l_{11}=\sqrt{m_{11}}\), \(l_{21}=m_{12}/l_{11}\), \(l_{22}=\sqrt{m_{22}-l_{21}^2}\): \((0.322474,-0.060705,0.495003)\) for \(L_p\) and \((0.236433,0.017154,0.394888)\) for \(L_m\). Forward substitution on the columns of \(\tilde T\) gives \(L_m^{-1}\tilde T\) with rows \((4.20974,-0.28115)\) and \((0.00200,2.42507)\). Forward substitution with \(L_p\) on each row then gives
\[
W=\begin{pmatrix}13.0545&1.0330\\0.0062&4.8999\end{pmatrix}.
\]
The sum of squared elements is \(\tilde\sigma_1^2+\tilde\sigma_2^2=195.496\) and the determinant is \(\tilde\sigma_1\tilde\sigma_2=63.959\). The roots \(\tilde\sigma^2=\tfrac12\big(195.496\pm\sqrt{195.496^2-4\cdot63.959^2}\big)\) are 171.666 and 23.830, so \(\tilde\sigma=13.1022\) and 4.8816. The poles are 0.076323 and 0.204852, above the exact 0.076322 and 0.147514, with strengths 1.41324 and 0.22178 against the exact 1.41276 and 0.04919. The second reduced pole is a valid upper bound and a poor estimate.

Also \(L_p^{-1}\tilde v_g=(15.7211,-0.8592)\), with squared length 247.891. This equals \(a_1^2+a_2^2=242.606+5.285=\tilde\alpha(0)\). At more digits 247.890844 lies below the exact 247.892941 by 0.0021, or \(8.5\times10^{-6}\) of the exact value. At the anchor \(z_0^2=0.002475+0.0005i\), and (4) reads
\[
\frac{242.606}{0.575125-0.085833i}+\frac{5.28487}{0.941022-0.011915i}=(412.641+61.584i)+(5.615+0.071i),
\]
which is the direct result \(418.256+61.655i\).

At \(z=0.15+0.005i\) this space fails: \(\|R\|=1.52\), the exact \(\alpha\) is \(-92.72+34.43i\), and the error \(-19.83+25.98i\), 33% of \(|\alpha|\), agrees with \(R^TK^{-1}R\). The bound (6) is 124 against an actual modulus of 32.7. The imaginary part can be traced. With \(z^2=0.022475+0.0015i\), the exact second pole contributes \(0.049189/(0.147514^2-z^2)=-12.7+26.7i\) and the reduced one \(0.221777/(0.204852^2-z^2)=11.3+0.9i\). The difference of the imaginary parts, 25.9, accounts for nearly all of 25.98.

**Three anchors.** Exact solutions at \(\omega=0.02,0.07,0.13\) give \(k_g=k_u=6\) and the two errors quoted at the start. The interpolation conditions do not control the error between 2 and 3 hartree; the highest of the six reduced poles lies at 1.28 hartree, below that range.

**Shared solver.** With threshold \(\|R\|<10^{-4}\) on 151 frequencies, ten iterations give \(k_g=k_u=19\). The largest residual falls from 12.7 to \(9.9\times10^{-6}\) and the largest absolute error from 464 to \(3.5\times10^{-11}\). The ratio of largest error to squared largest residual is \(0.518/0.538^2=1.8\) at iteration 3 and \(8.32\times10^{-5}/0.0149^2=0.37\) at iteration 5, and it lies between 0.3 and 3 at all ten iterations. The error thus falls roughly as the square of the residual, as (5) suggests; (5) does not fix the size of the ratio, and the two maxima need not occur at the same frequency. Iteration 8 adds two vectors instead of four. The worst point before it was \(\omega=0\), where \(z=i\gamma\) makes \(c_g\), \(R_g\) real and \(c_u\), \(R_u\) imaginary; \(q=0\), so (7) yields a real \(\delta g\) and an imaginary \(\delta u\).

The shared space costs 38 products against 3400 for separate solves, 22.5 per frequency on average. This comparison is flattering in so small a system: 52 products span the whole block, and 38 is 73% of that. The twelve-vector space shows how compact the required subspace is, but three converged solves at the mean cost, about 68 products, exceed the 38 of the shared solver. The count also ignores that several densities can share one pass over the integrals, which favours adding vectors from more than one frequency per iteration.

The converged space reproduces the poles 0.076322 and 0.147514 and serves points that never entered the iteration: reduced and direct values agree in all printed digits at \(0.06+0.001i\) (\(638.751+34.137i\)), \(0.10+0.02i\) (\(-169.227+188.174i\)) and \(0.1i\) (93.660). The absorbed power \(\tfrac12\omega\,\mathrm{Im}\,\alpha\,F^2\) divided by the intensity \(cF^2/8\pi\) gives the cross section \(4\pi\omega\,\mathrm{Im}\,\alpha/c\) for light polarized along the bond. Its largest grid value is at \(\omega=0.076\) (2.07 eV), where \(\mathrm{Im}\,\alpha=1841.6\); the first pole alone gives \(1.412764\cdot0.00076/|0.076322^2-z^2|^2=1841.4\). Then \(4\pi\cdot0.076\cdot1841.6/137.036=12.83\) bohr\(^2\), about \(3.6\times10^2\) Mb. On resonance \(\omega_k^2-z^2\approx-2i\omega_k\gamma\) for \(\gamma\ll\omega_k\), so this height scales as \(1/\gamma\) and reflects the chosen damping.

The numerical check asserts (2) to (6), the pairing, the pole bounds and the unstable case on a random model with \(\Delta\neq0\) and unequal dimensions, (7) on a single \(2\times2\) block, and the interpolation property, the three alternatives and the Fock-build products on Li\(_2\).

## Table of computed values

```
Li2 R = 5.05 bohr, AOs 60, n = 3x57 = 171, Sigma_u+ block 26
E(RHF) = -14.871335 Eh; min eig P = 0.09996, M = 0.05563 Eh
alpha_zz(0): response 247.893, finite field 247.893 au
momentum response: vk M^-1 vk 3.75609, finite field 3.75609 au
exact pole 1: 0.076322 Eh, f_zz = 1.412764
exact pole 2: 0.147514 Eh, f_zz = 0.049189
pole 1 = 2.0768 eV; lowest root of independent TDHF 0.076322 Eh
-- one anchor z0 = 0.05+0.005i Eh, kg = 2, ku = 2
Pr (Eh) 11,12,22: 0.1039894 -0.0195758 0.2487131
Mr (Eh) 11,12,22: 0.0559004 0.0040558 0.1562309
Tr 11,12,21,22: 0.9953200 -0.0664720 0.0730050 0.9528104
vr (bohr): 5.0696419 -1.3796400
sigma (1/Eh): 13.102158 4.881565 ; a^2 (au): 242.60597 5.28487
poles (Eh): 0.076323 0.204852 ; f: 1.413240 0.221777
alpha(z0): reduced 418.25579+61.65470i , direct 418.25579+61.65470i au
slope (au): exact 11434.56+4776.04j, paired 11434.56+4776.04j, Hermitian complex 11806.45+3558.07j
pole of transposed complex projection 0.083062-0.003418i Eh
unpaired poles (Eh): -0.083074 0.076347
unpaired alpha(-z0) 380.43021+43.50946i , Im alpha(i gam) 0.43627 au
z = 0.15+0.005i: alpha -92.71981+34.43233i au, |R| = 1.5167e+00
  error -1.98350e+01+2.59762e+01j, R K^-1 R -1.98350e+01+2.59762e+01j, bound 1.2354e+02 au
alpha_red(0) = 247.890844 <= 247.892941 au
-- anchors w = [0.02, 0.07, 0.13] Eh, kg = 6, ku = 6
max rel error: w in 0-0.15 Eh 3.09e-09; w in 2-3 Eh 3.14e+00
-- shared solver, 151 frequencies 0-0.15 Eh, gam = 0.005 Eh, |R| < 0.0001
iter kg ku max|R| max|error|(au) worst w(Eh)
1 2 2 1.27e+01 4.64e+02 0.078
2 4 4 3.81e+00 1.46e+01 0.150
3 6 6 5.38e-01 5.18e-01 0.077
4 8 8 3.14e-01 4.25e-02 0.148
5 10 10 1.49e-02 8.32e-05 0.077
6 12 12 1.12e-02 5.17e-05 0.148
7 14 14 6.81e-04 1.61e-07 0.000
8 15 15 3.86e-04 5.00e-08 0.076
9 17 17 1.10e-04 4.53e-09 0.148
10 19 19 9.88e-06 3.53e-11 0.134
products: shared 38, separate 3400 (mean 22.5), full block 52
reduced pole 1 0.076322 Eh, f = 1.412764; pole 2 0.147514 Eh
z = 0.060+0.001i: reduced 638.75060+34.13711i, direct 638.75060+34.13711i au
z = 0.100+0.020i: reduced -169.22712+188.17425i, direct -169.22712+188.17425i au
z = 0.000+0.100i: reduced 93.66025+0.00000i, direct 93.66025+0.00000i au
peak on grid w = 0.076 Eh = 2.068 eV, alpha = 185.60318+1841.62360i au
c = 137.035999 au; cross section 12.8348 bohr^2 = 359.4 Mb
```
